# When agostic donation weakens a C–H bond and lowers its frequency

## A C–H bond beside a vacant site

In a metal alkyl with a vacant coordination site, the chain can bend until a C–H bond on the β carbon lies close to the metal. This is the arrangement from which β-hydride elimination can carry the hydrogen over to the metal. Before any transfer, the two electrons of the C–H bond can already spread into an empty metal orbital. This is agostic donation. It lowers the energy of the complex, and yet the C–H stretching band is expected at lower frequency, as if the bond had become weaker. How can an interaction that stabilizes the whole weaken one of its bonds, and does it have to?

"Weaker" will mean three definite things: a smaller C–H bond order, a longer equilibrium distance and a smaller force constant. It doesn't mean that less energy is needed to remove the hydrogen atom from the complex, since that would also break the contact with the metal.

## The model and the mixing of orbitals

Let $x$ be the stretch of the C–H bond from its free equilibrium length. A carbon hybrid $c$ and the hydrogen 1s orbital $h$ have equal energies, taken as the zero of energy. The empty metal orbital $d$ lies at $\varepsilon_d$. The three orbitals are treated as orthonormal, and the electrons as independent. The couplings are

$$H_{ch}=-Be^{-ax},\qquad H_{cd}=-t_Ce^{gx},\qquad H_{hd}=-t_He^{gx},$$

with $B,a>0$. The number $g$ says how the contact with the metal changes as the bond stretches: it is positive if the hydrogen moves towards better overlap, and negative if it moves away. Giving both metal couplings the same factor is a simplification: if only the hydrogen moved relative to the metal, the metal–carbon coupling would stay constant. All other nuclear coordinates are frozen. A core repulsion $Re^{-cx}$ with $c>a$ keeps the atoms apart.

Without the metal, the orbitals are $\sigma=(c+h)/\sqrt2$ at energy $-Be^{-ax}$ and $\sigma^*=(c-h)/\sqrt2$ at $+Be^{-ax}$. (Here and in subscripts, $c$ and $h$ denote orbitals; as a number, $c$ is the repulsion exponent.) The metal couples to them through

$$\langle\sigma|H|d\rangle=-V,\quad V=\frac{t_C+t_H}{\sqrt2}e^{gx};\qquad \langle\sigma^*|H|d\rangle=-V_*,\quad V_*=\frac{t_C-t_H}{\sqrt2}e^{gx}.$$

The gap between the filled bonding orbital and the empty metal orbital is

$$\Delta=\varepsilon_d+Be^{-ax}>0.$$

Write the perturbed bonding orbital as $\sigma+\lambda d+\lambda_*\sigma^*$, before normalization, with energy $\varepsilon$. Projecting the eigenvalue equation on $\sigma$, $d$ and $\sigma^*$ gives

$$\varepsilon=-Be^{-ax}-V\lambda,$$
$$-V+\varepsilon_d\lambda-V_*\lambda_*=\varepsilon\lambda,$$
$$-V_*\lambda+Be^{-ax}\lambda_*=\varepsilon\lambda_*.$$

For small couplings, $\varepsilon$ on the right may be replaced by $-Be^{-ax}$ at leading order. The second equation then gives $\lambda=V/\Delta$, which is of first order. The third gives $\lambda_*=V_*\lambda/(2Be^{-ax})$, which is of second order, because $\sigma$ reaches $\sigma^*$ only through $d$. The first equation becomes

$$\varepsilon=-Be^{-ax}-\frac{V^2}{\Delta}.$$

Reversing the sign of $d$ reverses the signs of both metal couplings but cannot change an energy. The energy is therefore even in the couplings, and the first neglected term is of fourth order. If $t_C=-t_H$, then $V=0$ and $\sigma$ is not coupled to anything: a metal orbital whose node makes the two contributions cancel has no effect in this model, as long as the couplings are small enough for $\sigma$ to remain the lowest orbital.

## First derivation: from the energy curve

Two electrons occupy the bonding orbital, so the total energy is

$$E(x)=E_0(x)-W(x),\qquad E_0=-2Be^{-ax}+Re^{-cx},\qquad W=\frac{2V^2}{\Delta}.$$

**The free bond.** The minimum of $E_0$ must lie at $x=0$:

$$E_0'(0)=2aB-cR=0\quad\Rightarrow\quad R=\frac{2aB}{c}.$$

The next two derivatives at $x=0$ follow by inserting this $R$:

$$k_0=E_0''(0)=-2a^2B+c^2R=2aB(c-a),$$
$$E_0'''(0)=2a^3B-c^3R=2aB(a^2-c^2)=-(a+c)k_0.$$

The force constant is positive because $c>a$. The third derivative is negative: a stretched bond is softer.

**The stabilization.** Since $\Delta'=-aBe^{-ax}$, the logarithmic derivative of $W$ is

$$\frac{W'}{W}=2\frac{V'}{V}-\frac{\Delta'}{\Delta}=2g+u\equiv L,\qquad u=\frac{aBe^{-ax}}{\Delta}.$$

Stretching raises the bonding orbital towards the metal orbital, and this closing of the gap is the origin of $u$. To differentiate again we need

$$L'=u'=-au-u\frac{\Delta'}{\Delta}=-au+u^2,$$

and so

$$W''=W'L+WL'=W\,(L^2+u^2-au).$$

From here on, $W$, $V$, $\Delta$, $u$ and $L$ without an argument are values at $x=0$.

**The new minimum.** The displacement $\delta r$ is itself of second order in the couplings, so to that order

$$0=E'(\delta r)=k_0\,\delta r-W'\quad\Rightarrow\quad \delta r=\frac{WL}{k_0}.$$

**The new curvature.** At the new minimum,

$$k=E_0''(\delta r)-W''=k_0+E_0'''(0)\,\delta r-W''.$$

With $E_0'''(0)\,\delta r=-(a+c)WL$ the change is

$$\boxed{\;\delta k=-W\left[L^2+(a+c)L+u^2-au\right]\;}$$

For a reduced mass $\mu$ that does not change, $\nu=\sqrt{k/\mu}/2\pi$, and expanding the square root gives $\delta\nu/\nu_0=\delta k/(2k_0)$.

**Constant coupling.** If $g=0$, then $L=u$ and

$$\delta k=-W\,(2u^2+cu)<0,\qquad \delta r=\frac{Wu}{k_0}>0.$$

The bond is longer and softer for every positive gap for which the expansion holds. The two parts of $\delta k$ do not share this definite sign. The direct part is $-W''=-Wu(2u-a)$. Since $2u-a=a(2B-\Delta)/\Delta$, it softens the bond when $\Delta<2B$ and stiffens it when $\Delta>2B$. The anharmonic part, $-(a+c)Wu$, is negative and larger in size than any stiffening by the direct part, which is less than $aWu$. For a high metal orbital the frequency thus falls because the bond has lengthened, in spite of a direct term of the opposite sign.

## Second derivation: from the electron density

The same result can be reached by asking what the displaced electrons do to the force on the nuclei. Let $v$ be the normalized bonding orbital and $P_{ij}=2v_iv_j$ the density matrix. The C–H bond order is $p=P_{ch}$, which equals 1 for the free bond.

**The force theorem.** The electronic energy is $2v^{T}Hv$. Its derivative is

$$2v^{T}H'v+4v'^{T}Hv=2v^{T}H'v+4\varepsilon\,v'^{T}v=2v^{T}H'v,$$

since $Hv=\varepsilon v$, and normalization requires $v'^{T}v=0$. Only the explicit change of the matrix elements counts. Each coupling appears twice in the symmetric matrix, so

$$E'(x)=2p\,aBe^{-ax}-2g\,(P_{cd}t_C+P_{hd}t_H)e^{gx}-cRe^{-cx}.$$

The first term is the pull of the C–H bond, in proportion to its bond order.

**The density.** From the mixing coefficients, $v_c$ and $v_h$ are $N(1\pm\lambda_*)/\sqrt2$, with $N^2=1/(1+\lambda^2+\lambda_*^2)$. Hence

$$p=N^2(1-\lambda_*^2)=1-\frac{V^2}{\Delta^2}$$

to second order; the admixture of $\sigma^*$ enters only as $\lambda_*^2$, which is of fourth order. The charge passed to the metal is $q=2\lambda^2=2V^2/\Delta^2$, so $p=1-q/2$. The bond order falls because electrons leave the bonding orbital.

The metal–carbon and metal–hydrogen elements are, to first order, $P_{cd}=P_{hd}=2\lambda/\sqrt2$. Therefore

$$(P_{cd}t_C+P_{hd}t_H)e^{gx}=2\lambda V=\frac{2V^2}{\Delta}=W.$$

**The new length.** The gradient is now

$$E'=2p\,aBe^{-ax}-2gW-cRe^{-cx}.$$

For $p=1$ and no metal it reduces to $E_0'\approx k_0x$. The lost pull at $x=0$ is

$$2aB(1-p)=\frac{2aBV^2}{\Delta^2}=uW.$$

Setting the gradient to zero gives $k_0\,\delta r=uW+2gW=WL$, as before. For $g=0$ the meaning is plain: the core repulsion is unchanged, the bonding pull is reduced in proportion to the lost bond order, and the atoms move apart.

**The new force constant.** Differentiate the gradient once more:

$$k=-2a\,p\,aBe^{-ax}+2p'aBe^{-ax}-2gW'+c\,(cRe^{-cx}).$$

At equilibrium the repulsive force equals the other forces, $cRe^{-cx}=2p\,aBe^{-ax}-2gW$. Eliminating it gives

$$k=2(c-a)\,p\,aBe^{-ax}+2p'aBe^{-ax}-2gW'-2gcW.$$

Now expand to second order in the couplings:

- In the first term, $p$ and $e^{-ax}$ both fall. It becomes $k_0-k_0(1-p)-k_0a\,\delta r$. Here $k_0(1-p)=(c-a)\,2aB(1-p)=(c-a)uW$, and $k_0a\,\delta r=aWL$.
- In the second term, $1-p=V^2/\Delta^2$ has logarithmic derivative $2g+2u=L+u$. Hence $2aBp'=-2aB(1-p)(L+u)=-uW(L+u)$.
- In the last two terms, $W'=WL$ and $2g=L-u$. They give $-W(L-u)(L+c)$.

The sum is

$$\delta k=-W\left[(c-a)u+aL+uL+u^2+L^2+cL-uL-cu\right].$$

The terms $\pm uL$ and $\pm cu$ cancel, which leaves

$$\delta k=-W\left[L^2+(a+c)L+u^2-au\right],$$

the boxed result again.

For $g=0$ the three pieces are all negative: $-(c-a)uW$ from the lower bond order at the old length, $-auW$ from the weaker resonance at the new length, and $-2u^2W$ because the bond order falls further as the bond is stretched. Dividing by $2k_0$ and using $uW=2aB(1-p)$ ties the frequency to the bond order:

$$\frac{\delta\nu}{\nu_0}=-\frac{1-p}{2}\,\frac{c+2u}{c-a}\qquad(g=0).$$

When the gap is large, $u$ is small and the relative shift tends to $-\dfrac{V^2}{2\Delta^2}\dfrac{c}{c-a}$. At fixed $V$ it dies away as $1/\Delta^2$, faster than the stabilization $W$, which goes as $1/\Delta$.

## When the frequency does not fall

For $g\ge0$ we have $L\ge u$. The bracket in $\delta k$ grows with $L$ when $L>0$, so it is at least $2u^2+cu$, and the frequency falls. A contact that improves on stretching strengthens the effect.

If stretching takes the hydrogen away from the metal, $g$ is negative and the loss of contact competes with the closing gap. The bond lengthens only if $L>0$, that is, if $g>-u/2$. The sign of $\delta k$ changes at

$$L_\pm=\frac{-(a+c)\pm\sqrt{(a+c)^2+4u(a-u)}}{2}.$$

Take $\varepsilon_d>0$, so that $u<a$. Then $L_+$ is positive and $L_-$ negative, and the bond stiffens for $L_-<L<L_+$. Just above $L=0$ there is a narrow range in which the bond is longer and yet stiffer. This range depends on the common factor $e^{gx}$. At $L=0$ the change is $\delta k=-W''$, and if only the metal–hydrogen coupling varies, with $t_C$ and $t_H$ both positive, $W''$ is larger for the same $W'$. The bond can then be softer at this point instead. With the parameters of the example below and weak coupling, it is softer for $t_C/t_H=0.7$ but still slightly stiffer for $t_C/t_H=0.4$. Below $L_-$ the formula gives softening once more, but now for a shortened bond whose stabilization curve is strongly curved. The claim that agostic donation lowers the frequency is therefore a statement about geometry as well as about orbital energies.

## A worked example

Take round model parameters: $B=4.8$ eV, $a=1.8$ Å⁻¹, $c=3.6$ Å⁻¹, $\varepsilon_d=1.2$ eV, $t_C=0.4$ eV, $t_H=1.0$ eV and $g=0$. With $c=2a$ the free curve is a Morse curve. Its force constant is

$$k_0=2(1.8)(4.8)(3.6-1.8)=31.10\ \text{eV Å}^{-2},$$

or 498 N/m. With the reduced mass 0.930 u of carbon and hydrogen, the free harmonic wavenumber is 3016 cm⁻¹.

The coupling is $V=1.4/\sqrt2=0.990$ eV and the gap $\Delta=1.2+4.8=6.0$ eV, so $V/\Delta=0.165$. Then

$$W=\frac{2(0.990)^2}{6.0}=0.327\ \text{eV},\qquad p=1-(0.165)^2=0.973,\qquad u=\frac{1.8\times4.8}{6.0}=1.44\ \text{Å}^{-1}.$$

The stabilization is 31.5 kJ/mol, and 0.054 electrons pass to the metal. The lengthening force is $Wu=0.470$ eV/Å, which gives $\delta r=0.470/31.10=0.0151$ Å.

In the first derivation, the direct part of $\delta k$ is $-0.508$ eV Å⁻² and the anharmonic part $-5.4\times0.470=-2.540$ eV Å⁻². In the second, the three pieces are

$$-1.8(0.470)-1.8(0.470)-2(1.44)(0.470)=-0.847-0.847-1.355\ \text{eV Å}^{-2}.$$

Both sums are $-3.05$ eV Å⁻², a fall of 9.8% in the force constant. The frequency shift is half of that, $-0.049\times3016=-148$ cm⁻¹. A bond order lower by under 3% thus goes with a frequency lower by nearly 5%.

Full diagonalization of the three-orbital matrix, followed by relaxation of the bond, gives a lengthening of 0.0149 Å and a harmonic shift of $-140$ cm⁻¹. Second-order theory overestimates the size of the shift by about 6% of the full value. With all metal couplings halved the two shifts are $-36.9$ and $-36.4$ cm⁻¹; with couplings 1.5 times as large they are $-333$ and $-293$ cm⁻¹, and the expansion is becoming poor. In the weak-coupling test, doubling the couplings multiplies the errors in the energy and in the force constant by 15.98 and 15.97, close to the factor $2^4=16$ expected of a fourth-order remainder.

A spectrum shows the fundamental transition, not the harmonic frequency. Solving the vibrational problem on the full-matrix curves gives 2899 cm⁻¹ for the free bond and 2749 cm⁻¹ for the agostic one. The shift, $-150$ cm⁻¹, is somewhat larger than the harmonic one from the same curves. The difference between harmonic and fundamental wavenumbers has grown from 117 to 127 cm⁻¹, so the agostic bond is also more anharmonic in this sense.

**A high metal orbital.** Raising $\varepsilon_d$ to 7.2 eV makes $\Delta=12.0$ eV, larger than $2B=9.6$ eV. The direct part is now $+0.042$ eV Å⁻², a stiffening, and the full matrix confirms it at the old bond length. The anharmonic part is $-0.635$ eV Å⁻², so the total is still negative. The frequency falls by 29 cm⁻¹ at second order and by 28 cm⁻¹ with the full matrix.

**A contact lost on stretching.** With $\varepsilon_d=1.2$ eV again, lengthening requires $g>-0.720$ Å⁻¹, and the upper sign change of $\delta k$ lies at $g=-0.673$ Å⁻¹. These two values, the zero of $\delta r$ and the upper zero of $\delta k$, agree with the full matrix at weak coupling; at the coupling of the example the full matrix moves them to $-0.704$ and $-0.653$ Å⁻¹. At $g=-1.5$ Å⁻¹ the bond shortens by 0.016 Å and its frequency rises, by 103 cm⁻¹ at second order and 99 cm⁻¹ in full. The lower sign change follows from $L_++L_-=-(a+c)$ and lies near $g=-3.5$ Å⁻¹, far from the values tested.

**Unequal orbital energies.** A real C–H bond need not have equal site energies. With the carbon orbital 1 eV below or above that of hydrogen, and the mean of the two energies kept at zero, the full matrix gives harmonic shifts of $-120$ and $-156$ cm⁻¹, against $-140$ cm⁻¹ for equal site energies. The size depends on which level is held fixed relative to the metal orbital. With hydrogen kept at zero the two shifts are $-98$ and $-191$ cm⁻¹, and with carbon kept at zero they are $-149$ and $-131$ cm⁻¹. The sign survives in all these cases.

The numerical output below gives the remaining values.

## What each derivation assumes

Both derivations rest on the same physical picture: independent electrons, an empty metal orbital, a coupling small beside the gap, and a stretch with everything else held still. Both leave out back-donation from filled metal orbitals into $\sigma^*$, repulsion between those orbitals and the bond, and the mixing of the C–H stretch with other vibrations. An observed shift can contain any of these as well. A metal without d electrons has no filled d orbitals to contribute, but the filled metal–carbon bond of the alkyl, also left out here, can still delocalize into $\sigma^*$. The model therefore shows that donation alone can soften the bond, not that it is the whole cause in a given complex. Agostic C–H stretches are commonly quoted at about 2300–2700 cm⁻¹, several hundred cm⁻¹ below ordinary ones. With the parameters of the example, a full-matrix shift of $-450$ cm⁻¹ needs $V/\Delta=0.32$ and a stabilization of 109 kJ/mol, and second order then gives $-553$ cm⁻¹. Strong agostic bonds lie outside the range where the second-order formula is quantitative.

They differ in what they need beyond that. The energy route needs two curves, $E_0(x)$ and $W(x)$. Its central relation,

$$\delta k=-W''+\frac{E_0'''W'}{k_0},$$

doesn't depend on the exponential forms. It holds to first order in $W$ for any smooth free-bond curve with a proper minimum and any small, smooth stabilization. It says nothing by itself about where the electrons are.

The density route needs the orbital as well as its energy. It uses the fact that $v$ is an eigenvector in a basis that stays orthonormal as the atoms move; with overlapping atomic orbitals, the change of the overlap would add terms to the force. It also uses the exponential form of the repulsion, which allows the repulsive stiffness to be replaced by $c$ times the repulsive force. In return, for $g=0$ it gives

$$k=2aBe^{-ax}\left[(c-a)\,p+p'\right]$$

at the relaxed length. No expansion in the coupling was made to obtain this relation, so within the model it holds at any coupling strength, provided $p$ is the bond order of the full eigenvector.

The two routes also divide the same $\delta k$ differently. For the high metal orbital, the first finds a small stiffening overcome by a larger softening, while the second finds three softening pieces. There is no conflict: the first keeps the free-bond curve as its reference, and the second follows the bond order and lets the repulsion adjust to it. Only the sum is a property of the bond.

## Numbers as computed

```
resonance B = 4.8 eV; a = 1.8, c = 3.6 1/angstrom
repulsion prefactor R = 4.80 eV
metal level above C and H orbitals = 1.2 eV
couplings t_C = 0.4 eV, t_H = 1.0 eV; g = 0
masses H = 1.008 u, C = 12.0 u; reduced = 0.9299 u
V = 0.9899 eV; gap = 6.00 eV; V/gap = 0.1650
u = 1.440 1/angstrom
free force constant = 31.104 eV/angstrom^2 = 498.3 N/m
free harmonic wavenumber = 3015.9 cm^-1
SECOND ORDER | FULL DIAGONALIZATION
energy lowering, fixed length: 0.3267 | 0.3192 eV
same in kJ/mol: 31.5 | 30.8
charge to metal, fixed length: 0.0544 | 0.0507 electrons
C-H bond order, fixed length: 0.9728 | 0.9746
lengthening force W' = 0.4704 eV/angstrom
lengthening: 0.01512 | 0.01490 angstrom
direct part of dk = -0.508 eV/angstrom^2
anharmonic part of dk = -2.540 eV/angstrom^2
total dk: -3.048 | -2.815 eV/angstrom^2
relative change of k: -9.80 | -9.05 percent
harmonic shift: -147.8 | -139.7 cm^-1
harmonic wavenumber: 2868.2 | 2876.2 cm^-1
fundamental, full matrix: free 2898.5, agostic 2749.0, shift -149.5 cm^-1
COUPLING SCALE: harmonic shift, second order | full, cm^-1
scale 0.25: -9.2 | -9.2
scale 0.50: -36.9 | -36.4
scale 1.00: -147.8 | -139.7
scale 1.50: -332.5 | -293.3
error growth on doubling weak coupling: energy 15.98, force constant 15.97
HIGH METAL LEVEL 7.2 eV: gap = 12.0 eV, 2B = 9.6 eV
direct dk: 0.0423 | 0.0427 eV/angstrom^2
anharmonic dk, second order = -0.6350 eV/angstrom^2
total dk: -0.5927 | -0.5839 eV/angstrom^2
harmonic shift: -28.7 | -28.4 cm^-1
COUPLING THAT VARIES AS exp(g x), metal level as in main example
bond lengthens for g > -0.720 1/angstrom
force constant falls for g > -0.673 1/angstrom
g = -1.5 1/angstrom: length change -0.01638 | -0.01561 angstrom
g = -1.5 1/angstrom: harmonic shift 103.1 | 99.4 cm^-1
UNEQUAL SITE ENERGIES, full matrix, harmonic shift
carbon minus hydrogen = -1.0 eV: -119.8 cm^-1
carbon minus hydrogen = +1.0 eV: -156.3 cm^-1
```
